\section*{Linear Thermoelectric Coefficients of a Coherent Conductor from Transmission Moments}

\section{Two reservoirs and one transmission function}

A small conductor, such as a molecule or a quantum dot, joins two metallic reservoirs. If the left one is warmer, a voltage appears in general across the open circuit; if a current is driven at uniform temperature, heat is in general carried with it. In linear response both effects vanish when the conductor transmits symmetrically about the chemical potential, as shown below. When electrons cross without exchanging energy on the way, both effects and the two conductances follow from one function, the transmission $\tau(E)$. This appendix derives the formulas with their signs and shows where they stop being valid.

The reservoirs $\alpha=L,R$ have electrochemical potentials $\mu_\alpha$, temperatures $T_\alpha$ and occupations
\begin{equation}
f_\alpha(E)=\frac{1}{e^{x_\alpha}+1},\qquad x_\alpha=\frac{E-\mu_\alpha}{k_BT_\alpha}.
\end{equation}
The electron charge is $-e$ with $e>0$. Interactions enter at most through a mean field, so each electron scatters elastically. $\tau(E)$ is the transmission probability summed over channels for one spin, and both spins are taken to be equivalent. Heat carried by phonons is left out.

Differences are left minus right: $\Delta\mu=\mu_L-\mu_R$ and $\Delta T=T_L-T_R$. The voltage is $V=-\Delta\mu/e$, since raising the electric potential lowers the energy of an electron. The particle current $N$, the charge current $I=-eN$ and the heat current $J$ are positive when they leave the left reservoir.

\section{Currents at any bias}

In one channel, states in $dk$ have density $dk/2\pi$ per unit length and velocity $\hbar^{-1}dE/dk$. Their product, $dE/(2\pi\hbar)=dE/h$, is the rate at which a filled channel sends out electrons. With two spins, the left reservoir loses electrons at the rate $(2/h)\tau_{RL}f_L\,dE$ and gains them at the rate $(2/h)\tau_{LR}f_R\,dE$, where $\tau_{ij}$ is the transmission from $j$ to $i$.

These two transmissions are equal. Let the left lead have $M$ channels at energy $E$, and let $\rho$ be the total reflection probability back into it. The scattering matrix is unitary, so the squared moduli of its elements sum to one along each column and each row. Summing over the columns that belong to $L$ gives $\rho+\tau_{RL}=M$; summing over the rows gives $\rho+\tau_{LR}=M$. Hence $\tau_{RL}=\tau_{LR}=\tau$. Time reversal was not used, so this holds in a magnetic field too. Therefore
\begin{equation}
N=\frac2h\int\tau(E)\,(f_L-f_R)\,dE .
\label{eq:N}
\end{equation}

At fixed volume the heat given up by a reservoir follows from $dQ=dU-\mu\,dN$: an electron leaving reservoir $\alpha$ at energy $E$ removes the heat $E-\mu_\alpha$. The heat currents leaving the two reservoirs are
\begin{align}
J_L&=\frac2h\int(E-\mu_L)\,\tau\,(f_L-f_R)\,dE,\label{eq:JL}\\
J_R&=-\frac2h\int(E-\mu_R)\,\tau\,(f_L-f_R)\,dE.\label{eq:JR}
\end{align}
In their sum the energy $E$ cancels:
\begin{equation}
J_L+J_R=-(\mu_L-\mu_R)N=-\Delta\mu\,N=-IV .
\label{eq:first}
\end{equation}
The last step uses $\Delta\mu\,N=(-eV)(-I/e)=IV$. The electrical work $IV$ thus ends up as heat in the reservoirs.

\section{Linear response and the moments}

Let $\mu$ and $T$ be the common equilibrium values, $f$ the equilibrium occupation and $f'=df/dE$. Since $f$ depends on its arguments only through $x=(E-\mu)/k_BT$,
\begin{align}
\frac{\partial f}{\partial\mu}&=\frac{df}{dx}\left(-\frac{1}{k_BT}\right)=-f',\\
\frac{\partial f}{\partial T}&=\frac{df}{dx}\left(-\frac{E-\mu}{k_BT^2}\right)=-f'\,\frac{E-\mu}{T}.
\end{align}
To first order in the differences,
\begin{equation}
f_L-f_R=(-f')\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].
\label{eq:df}
\end{equation}

The bias may also shift levels and so change $\tau$ by an amount $\delta\tau$ of first order. In \eqref{eq:N} and \eqref{eq:JL} this multiplies $f_L-f_R$, which is itself of first order, so the equilibrium $\tau$ suffices. For the same reason $E-\mu_L$ may be replaced by $E-\mu$, and the heat leaving $L$ equals the heat entering $R$ to this order. Define
\begin{equation}
L_n=\frac2h\int\tau(E)\,(E-\mu)^n\,(-f')\,dE,\qquad L_0>0 .
\label{eq:Ln}
\end{equation}
Inserting \eqref{eq:df} gives
\begin{align}
N&=L_0\,\Delta\mu+L_1\,\frac{\Delta T}{T},\label{eq:linN}\\
J&=L_1\,\Delta\mu+L_2\,\frac{\Delta T}{T}.\label{eq:linJ}
\end{align}
The factor $E-\mu$ enters the first line through the thermal force and the second through the heat carried, which is why $L_1$ appears twice.

\section{The four coefficients}

With $I=-eN$ and $\Delta\mu=-eV$, the linear laws become
\begin{align}
I&=e^2L_0\,V-\frac{eL_1}{T}\,\Delta T,\label{eq:I}\\
J&=-eL_1\,V+\frac{L_2}{T}\,\Delta T.\label{eq:J}
\end{align}

\paragraph{Conductance.} At $\Delta T=0$, \eqref{eq:I} gives $G=I/V=e^2L_0$.

\paragraph{Thermopower.} It is defined at open circuit by $S=-V/\Delta T$. Setting $I=0$ in \eqref{eq:I} gives $V=L_1\Delta T/(eTL_0)$, hence
\begin{equation}
S=-\frac{L_1}{eTL_0}.
\label{eq:S}
\end{equation}

\paragraph{Peltier coefficient.} At $\Delta T=0$ it is the heat current per charge current:
\begin{equation}
\Pi=\frac JI=\frac{-eL_1V}{e^2L_0V}=-\frac{L_1}{eL_0}.
\label{eq:Pi}
\end{equation}

\paragraph{Thermal conductance.} It is defined by $K=J/\Delta T$ at $I=0$, not at $V=0$. Inserting the open-circuit voltage in \eqref{eq:J},
\begin{equation}
K=-eL_1\frac{L_1}{eTL_0}+\frac{L_2}{T}
=\frac1T\left(L_2-\frac{L_1^2}{L_0}\right).
\label{eq:K}
\end{equation}
At $V=0$ the ratio would be $L_2/T$, which is larger by $L_1^2/(TL_0)$.

In terms of these coefficients \eqref{eq:I} reads $I=G(V+S\Delta T)$. Solving it for $V=I/G-S\Delta T$ and inserting this in \eqref{eq:J}, where $-eL_1=\Pi G$, gives
\begin{equation}
J=\Pi I+\left(\frac{L_2}{T}-\Pi GS\right)\Delta T=\Pi I+K\,\Delta T,
\label{eq:JPi}
\end{equation}
because $\Pi GS=L_1^2/(TL_0)$.

The ratio $\bar\varepsilon=L_1/L_0$ is the mean of $E-\mu$ under the weight $\tau(-f')$. Thus $\Pi=-\bar\varepsilon/e$: each electron carries on average the heat $\bar\varepsilon$. If this mean energy lies above $\mu$, then $\bar\varepsilon>0$ and $S,\Pi<0$. Reflecting $\tau$ about $\mu$ reverses $L_1$ and both signs, since $-f'$ is even in $E-\mu$.

\section{The Kelvin relation and its limits}

Comparing \eqref{eq:S} and \eqref{eq:Pi},
\begin{equation}
\Pi=TS .
\label{eq:kelvin}
\end{equation}
The argument needs elastic scattering and two terminals, and then holds at fixed magnetic field.

A third terminal $P$ that draws no net charge and no net heat changes this. Electrons may enter it and return at another energy, so it imitates inelastic scattering. Refer all forces to the right reservoir and write $X_i=(\Delta\mu_i,\Delta T_i/T)^{\mathsf T}$, with $X_R=0$. For any transmission $\tau$ let $M[\tau]$ be the symmetric matrix with rows $(L_0,L_1)$ and $(L_1,L_2)$. By unitarity the total transmission out of a terminal equals the total into it, so the pair (particle current, heat current) leaving terminal $i$ is $\sum_{j\ne i}M[\tau_{ij}](X_i-X_j)$. With
\begin{equation}
\begin{aligned}
A&=M[\tau_{LR}+\tau_{LP}],& B&=M[\tau_{LP}],\\
C&=M[\tau_{PL}],& Q&=M[\tau_{PL}+\tau_{PR}],
\end{aligned}
\end{equation}
the probe condition is $QX_P-CX_L=0$, so $X_P=Q^{-1}CX_L$. The currents leaving $L$ are then
\begin{equation}
AX_L-BX_P=DX_L,\qquad D=A-BQ^{-1}C .
\end{equation}
$D$ replaces the matrix of \eqref{eq:linN} and \eqref{eq:linJ}, so that $S=-D_{12}/(eTD_{11})$ and $\Pi=-D_{21}/(eD_{11})$.

Reversing the magnetic field $\mathcal B$ exchanges $\tau_{ij}$ and $\tau_{ji}$, because time reversal maps each scattering state onto one with incoming and outgoing waves exchanged. This exchanges $B$ and $C$. $A$ and $Q$ contain total transmissions and stay unchanged. As all four matrices are symmetric,
\begin{equation}
D(-\mathcal B)=A-CQ^{-1}B=(A-BQ^{-1}C)^{\mathsf T}=D(\mathcal B)^{\mathsf T}.
\end{equation}
Hence $D_{21}(\mathcal B)=D_{12}(-\mathcal B)$ while $D_{11}$ is even, and
\begin{equation}
\Pi(\mathcal B)=T\,S(-\mathcal B).
\label{eq:onsager}
\end{equation}
With the probe, \eqref{eq:kelvin} still holds at zero field, but at a fixed nonzero field it is no longer guaranteed.

A ring of three sites shows the difference. Sites 1, 2 and 3 have energies $20$, $-30$ and $50$ meV relative to $\mu$. The hopping elements are $H_{12}=H_{23}=H_{31}=-t\,e^{i\phi/3}$ with $t=30$ meV, where $\phi=\pi/2$ is the phase that a magnetic flux gives an electron around the ring. Terminals $L$, $R$ and $P$ couple to sites 1, 2 and 3 respectively, each with strength $\Gamma_i=20$ meV, independent of energy. Let $H$ be the ring Hamiltonian and $\gamma$ the diagonal matrix of the $\Gamma_i$. Incoming amplitudes $a$ drive the site amplitudes $\psi$, which decay into the leads:
\begin{equation}
\begin{gathered}
(E-H+i\gamma/2)\,\psi=\gamma^{1/2}a,\\
b=a-i\gamma^{1/2}\psi .
\end{gathered}
\end{equation}
With $g=(E-H+i\gamma/2)^{-1}$ the outgoing amplitudes are $b=(1-i\gamma^{1/2}g\gamma^{1/2})a$, so $\tau_{ij}=\Gamma_i\Gamma_j|g_{ij}|^2$ for $i\neq j$. Flux is conserved: $g^{-1}-(g^\dagger)^{-1}=i\gamma$, multiplied by $g^\dagger$ from the left and $g$ from the right, gives $g^\dagger-g=ig^\dagger\gamma g$, so in $b^\dagger b$ the cross terms $a^\dagger i\gamma^{1/2}(g^\dagger-g)\gamma^{1/2}a=-a^\dagger\gamma^{1/2}g^\dagger\gamma g\gamma^{1/2}a$ cancel the term quadratic in $g$, leaving $b^\dagger b=a^\dagger a$.

Without the probe, $\tau_{LR}$ and $\tau_{RL}$ agree to rounding error. With it they differ by up to $0.22$. At $300$ K the ring with probe has $S(\phi)=8.7$ $\mu$V/K but $\Pi(\phi)/T=11.9$ $\mu$V/K, where $\phi$ is the flux phase. The latter equals $S(-\phi)$, as \eqref{eq:onsager} requires. The ring is a model chosen to make the difference visible. The phase $\pi/2$ is a flux $h/4e$, which needs about $2400$ T through a triangle of side $1$ nm and about $95$ T through one of side $5$ nm, and Zeeman splitting is left out. For a ring of molecular size in a laboratory field the phase, and with it the difference between $\Pi/T$ and $S$, is far smaller.

\section{Entropy production}

In a steady state the conductor stores no entropy, so all entropy produced appears in the reservoirs. A reservoir that gives up heat at the rate $J_\alpha$ loses entropy at the rate $J_\alpha/T_\alpha$. Using \eqref{eq:JL} and \eqref{eq:JR},
\begin{align}
\sigma&=-\frac{J_L}{T_L}-\frac{J_R}{T_R}\notag\\
&=\frac2h\int\tau\,(f_L-f_R)\left[\frac{E-\mu_R}{T_R}-\frac{E-\mu_L}{T_L}\right]dE\notag\\
&=\frac{2k_B}{h}\int\tau\,(f_L-f_R)(x_R-x_L)\,dE .
\label{eq:sigma}
\end{align}
The occupation is a decreasing function of $x$. If $x_R>x_L$, then $f_L>f_R$; if $x_R<x_L$, then $f_L<f_R$. The two brackets have the same sign at every energy and $\tau\ge0$, so $\sigma\ge0$ at any bias, within the elastic mean-field picture.

This bounds the efficiency of a generator. Let $T_L>T_R$, let $P=-IV$ be the power delivered and let $J_L>0$. From \eqref{eq:first}, $J_R=P-J_L$, so
\begin{equation}
T_R\,\sigma=-\frac{T_R}{T_L}J_L-P+J_L=J_L\left(1-\frac{T_R}{T_L}\right)-P .
\label{eq:carnot}
\end{equation}
Since $\sigma\ge0$, $P/J_L$ cannot exceed the Carnot value $1-T_R/T_L$.

For small bias, expanding $x$ gives
\begin{equation}
k_B(x_R-x_L)=\frac1T\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].
\end{equation}
This is the bracket of \eqref{eq:df} divided by $T$. Inserting both in \eqref{eq:sigma} and completing the square,
\begin{align}
T\sigma&=L_0\Delta\mu^2+2L_1\Delta\mu\frac{\Delta T}{T}+L_2\left(\frac{\Delta T}{T}\right)^2\notag\\
&=L_0\left(\Delta\mu+\frac{L_1}{L_0}\frac{\Delta T}{T}\right)^2
+\left(L_2-\frac{L_1^2}{L_0}\right)\left(\frac{\Delta T}{T}\right)^2 .
\end{align}
The first bracket is $N/L_0$ by \eqref{eq:linN}, so the first term is $N^2/L_0=I^2/G$. The second prefactor is $KT$. Dividing by $T$,
\begin{equation}
\sigma=\frac{I^2}{GT}+\frac{K\,\Delta T^2}{T^2}.
\label{eq:siglin}
\end{equation}
The first term is Joule heating and the second is heat conduction at open circuit. The Peltier heat $\Pi I$ does not appear: it is the reversible part.

Both terms are non-negative. For the second, expand the square in
\begin{equation}
\begin{aligned}
s^2&=\frac{2}{hL_0}\int\tau(-f')(E-\mu-\bar\varepsilon)^2dE\\
&=\frac{L_2}{L_0}-2\bar\varepsilon\frac{L_1}{L_0}+\bar\varepsilon^2
=\frac{L_2}{L_0}-\frac{L_1^2}{L_0^2}=\frac{KT}{L_0}.
\end{aligned}
\label{eq:var}
\end{equation}
Thus $K=L_0s^2/T\ge0$, where $s$ is the spread of the energies that carry the current. The spread vanishes only in the limit where all transport takes place at a single energy. Since $\tau$ cannot exceed the number of channels, narrowing the transmission window at fixed $T$ drives $L_0$ to zero as well; at fixed $T$, $L_0$ and channel number, $s$ and $K$ have a positive lower bound. A Gaussian filter of standard deviation $1$ meV, centred $60$ meV above $\mu$ and much narrower than $k_BT$ at $300$ K, returns $s=1.00$ meV.

\section{Limits}

Substitute $E-\mu=k_BTx$. The integral needed is
\begin{equation}
\begin{aligned}
\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}
&=2\sum_{k\ge1}(-1)^{k+1}k\int_0^\infty x^2e^{-kx}dx\\
&=4\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3}.
\end{aligned}
\end{equation}
Here the even integrand was doubled on $x>0$ and expanded in $e^{-x}$; the inner integral is $2/k^3$ and the last sum is $\pi^2/12$.

If $\tau$ is constant over the thermal window, $L_1=0$ by parity and $L_2=(\pi^2/3)(k_BT)^2L_0$. Then $S=0$ and
\begin{equation}
\frac{K}{GT}=\frac{L_2}{e^2T^2L_0}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2,
\label{eq:WF}
\end{equation}
the Wiedemann--Franz law. If $\tau(\mu)\neq0$ and the change of $\tau$ over a few $k_BT$ is small compared with $\tau(\mu)$, write $\tau(E)\approx\tau(\mu)+\tau'(\mu)(E-\mu)$. To leading order $L_0=(2/h)\tau(\mu)$ and $L_1=(2/h)\tau'(\mu)(\pi^2/3)(k_BT)^2$, which gives the Mott formula
\begin{equation}
S=-\frac{\pi^2k_B^2T}{3e}\,\frac{\tau'(\mu)}{\tau(\mu)} .
\label{eq:mott}
\end{equation}
In the same limit $L_1^2/L_0$ is of order $T^4$ and $L_2$ of order $T^2$, so \eqref{eq:WF} holds to leading order as well. Both results fail when a zero of $\tau$ lies within the thermal window: for $\tau\propto(E-\mu)^2$ the Lorenz ratio is $4.2$ times the value in \eqref{eq:WF} at any temperature.

\section{Worked example: a resonant level}

Take round model parameters: a level at $\varepsilon=\mu+60$ meV of full width $\Gamma=10$ meV, with
\begin{equation}
\tau(E)=\frac{(\Gamma/2)^2}{(E-\varepsilon)^2+(\Gamma/2)^2},
\end{equation}
at $T=300$ K, where $k_BT=25.85$ meV. With energies in eV, the moments are $L_0=2.469\times10^{13}$ (eV\,s)$^{-1}$, $L_1=1.295\times10^{12}$ s$^{-1}$ and $L_2=7.795\times10^{10}$ eV/s. The mean energy is $\bar\varepsilon=L_1/L_0=52.44$ meV and the spread is $s=20.19$ meV.

The mean lies below $60$ meV because $\tau$ is symmetric about the level, while at equal distances from it the weight $-f'$ is larger on the side towards $\mu$. The spread exceeds $\Gamma$ because of the Lorentzian tails: there $(E-\varepsilon)^2\tau$ tends to a constant, and the integral for $s^2$ is cut off by the thermal factor, not by $\Gamma$.

One factor $e$ in $e^2L_0$ converts (eV\,s)$^{-1}$ to (V\,s)$^{-1}$; the other supplies the coulombs. The coefficients are
\begin{align}
G&=(1.6022\times10^{-19})(2.4691\times10^{13})\ \mathrm S=3.956\ \mu\mathrm S,\\
\Pi&=-52.44\ \mathrm{mV},\\
S&=-\frac{52.44\ \mathrm{mV}}{300\ \mathrm K}=-174.8\ \mu\mathrm{V/K},\\
K&=\frac{Gs^2}{e^2T}=\frac{(3.956\ \mu\mathrm S)(20.186\ \mathrm{mV})^2}{300\ \mathrm K}=5.37\ \mathrm{pW/K}.
\end{align}
The Lorenz ratio $K/(GT)=(s/eT)^2$ is $4.53\times10^{-9}$ V$^2$/K$^2$, about $0.19$ of the value $2.443\times10^{-8}$ V$^2$/K$^2$ in \eqref{eq:WF}. The electronic figure of merit is $GS^2T/K=(\bar\varepsilon/s)^2=6.75$. Phonon heat would add to $K$ and lower it; since $K$ is so small here, a phonon conductance of $10$ pW/K would already reduce it to $2.4$, and one of $25$ pW/K to $1.2$.

At $5$ K the moments give $S=-4.047$ $\mu$V/K and \eqref{eq:mott} gives $-4.044$ $\mu$V/K. Extended linearly to $300$ K, the Mott formula would give $60\times(-4.044)=-243$ $\mu$V/K, too large in magnitude by $39\%$ of the correct value. The slow variation it assumes is absent there.

As a numerical check, the coefficients were also obtained from their operational definitions, with the full currents \eqref{eq:N} and \eqref{eq:JL} and a root search for the open-circuit voltage. They agree with the moment formulas within the tested relative tolerance of $10^{-4}$, also when the level is made to move with the bias.

\paragraph{Running it as a generator.} Let $\Delta T=10$ K, placed symmetrically as $305$ and $295$ K, and let the load hold $V$ at half the open-circuit value: $V=-S\Delta T/2=0.874$ mV. The linear laws give
\begin{align}
I&=G(V+S\Delta T)=(3.956\ \mu\mathrm S)(-0.874\ \mathrm{mV})=-3.457\ \mathrm{nA},\\
P&=-IV=3.02\ \mathrm{pW},\\
J&=\Pi I+K\Delta T=(181.3+53.7)\ \mathrm{pW}=235.0\ \mathrm{pW},\\
\sigma&=(0.01007+0.00597)\ \mathrm{pW/K}=0.0160\ \mathrm{pW/K},
\end{align}
where the two parts of $\sigma$ are those of \eqref{eq:siglin}.

The full integrals give the same $I$, $P$ and $\sigma$ to the digits shown, but $J_L=236.5$ pW. The difference of $1.5$ pW has a simple origin. With $\mu_L=\mu+\Delta\mu/2$, \eqref{eq:JL} contains the second-order term $-N\Delta\mu/2=-IV/2=P/2=1.5$ pW, which linear response drops. With the level held fixed, as here, there is no other second-order term, because for a bias placed symmetrically about $\mu$ and $T$ the difference $f_L-f_R$ is odd in the bias. A level that moves with the bias adds the second-order term $\delta\tau\,(f_L-f_R)$, which can be of the same size. The efficiency is $3.02/236.5=1.28\%$, against a Carnot limit of $10/305=3.28\%$.

\section{Notes for implementation}

\begin{itemize}
\item Compute $-f'$ as $f(1-f)/(k_BT)$, with an overflow-safe logistic function for each factor.
\item The energy grid must resolve both $k_BT$ and the narrowest feature of $\tau$, and must extend many $k_BT$ to either side of $\mu$. If $\tau$ is negligible near $\mu$, it must also reach past the region where $\tau(-f')$ is largest.
\item When $s\ll|\bar\varepsilon|$, $L_2$ and $L_1^2/L_0$ nearly cancel, since by \eqref{eq:var} their difference is $L_0s^2$ while $L_1^2/L_0=L_0\bar\varepsilon^2$. Evaluating $K$ from the first line of \eqref{eq:var} avoids the subtraction and keeps $K\ge0$ on a grid with positive weights.
\item If the spins are not equivalent, replace $2\tau$ by the sum of the two spin transmissions.
\item With inelastic scattering inside the conductor, a single $\tau(E)$ no longer determines the currents, and the moment formulas cannot be used as they stand.
\item In a weakly coupled molecule or quantum dot the charging energy can exceed both $\Gamma$ and $k_BT$. The mean-field picture, and with it the one-level $\tau(E)$ of the worked example, is then unreliable.
\end{itemize}

\section*{Computed values}
\begin{verbatim}
temperature: 300.0 K
k_B T: 25.852 meV
level above mu: 60.0 meV
level width Gamma: 10.0 meV
L0: 2.46912e+13 1/(eV s)
L1: 1.29475e+12 1/s
L2: 7.79548e+10 eV/s
mean energy L1/L0: 52.438 meV
energy spread sqrt(L2/L0-(L1/L0)^2): 20.186 meV
G, formula: 3.9560 uS
S, formula: -174.793 uV/K
Pi, formula: -52.4379 mV
K, formula: 5.3730 pW/K
G, measured, fixed level: 3.9560 uS
S, measured, fixed level: -174.793 uV/K
Pi, measured, fixed level: -52.4379 mV
K, measured, fixed level: 5.3730 pW/K
G, measured, moving level: 3.9560 uS
S, measured, moving level: -174.793 uV/K
Pi, measured, moving level: -52.4379 mV
K, measured, moving level: 5.3730 pW/K
G in units of 2e^2/h: 0.05106
S measured, level 60 meV below mu: 174.793 uV/K
Lorenz ratio K/(GT): 4.5273e-09 V^2/K^2
pi^2 k_B^2/(3 e^2): 2.4430e-08 V^2/K^2
electronic figure of merit G S^2 T/K: 6.7485
S at 5.0 K, moments: -4.0472 uV/K
S at 5.0 K, log-slope law: -4.0436 uV/K
Gaussian filter width: 1.000 meV
spread from K for that filter: 0.9999 meV
random large biases tested: 200
smallest entropy production there: 1.494e-14 W/K
generator dT: 10.0 K
generator V: 0.8740 mV
I linear, full: -3.4574, -3.4574 nA
power linear, full: 3.0216, 3.0217 pW
heat J linear, full: 235.027, 236.540 pW
entropy production linear, full: 0.01604, 0.01605 pW/K
efficiency full, Carnot limit: 1.2774, 3.2787 %
ring site energies: 20, -30, 50 meV
ring hopping, lead coupling: 30, 20 meV
ring flux phase: 1.5708 rad
max |t_LR - t_RL|, no probe: 8.9e-16
max |t_LR - t_RL|, with probe: 0.2216
with probe, S(flux): 8.7229 uV/K
with probe, Pi(flux)/T: 11.9241 uV/K
with probe, S(-flux): 11.9241 uV/K
\end{verbatim}
